# Vacancy redistribution between ion-blocking electrodes: a conservative Nernst-Planck-Poisson solver

Put 0.5 V across a 200 nm oxide film at 500 K, with electrodes that let no ions through. In the model treated here, the doubly charged oxygen vacancies drift until their density at the cathode is 23.2 times the mean. The voltage, measured in units of \(kT/2e\), is also 23.2. Neither the thickness nor the permittivity is needed to predict this density. To see why, we need the stationary state, and to trust a computed stationary state we need a scheme that loses no vacancies on the way.

## The model and its units

The film occupies \(0<x<L\). Vacancies have density \(c(x,t)\), charge \(+ze\) and diffusivity \(D\). Immobile acceptors of charge \(-e\) have uniform density \(N_A=zc_0\), where \(c_0\) is the mean vacancy density, so the film as a whole is neutral. The potential is \(V\) at the anode, \(x=0\), and zero at the cathode, \(x=L\). The permittivity \(\varepsilon\) is constant, the vacancies are dilute and interact through their mean field, and electronic space charge is neglected. Define

\[
n=\frac{c}{c_0},\quad \psi=\frac{ze\phi}{kT},\quad u=\frac{zeV}{kT},\quad
\lambda^2=\frac{\varepsilon kT}{z^2e^2c_0}.
\]

The charge density is \(zec-eN_A=zec_0(n-1)\). Poisson's equation \(\varepsilon\phi''=-zec_0(n-1)\), multiplied by \(ze/(\varepsilon kT)\), becomes

\[
\psi''=-\frac{n-1}{\lambda^2}.
\]

The flux, in units of \(c_0\), is diffusion plus drift:

\[
J=-D(n'+n\psi')=-Dn\mu',\qquad \mu=\ln n+\psi .
\]

Thus \(\eta=kT\mu\) is the electrochemical potential, measured from that of density \(c_0\) at zero potential. Conservation reads \(\partial n/\partial t=-\partial J/\partial x\). Blocking means \(J=0\) at both walls, so integration over the film gives \(d(\int_0^L n\,dx)/dt=0\).

## Two nodes, by hand

Place one node on each electrode. Each represents half the film, a volume \(L/2\) per unit area. Their potentials are fixed, \(\psi_0=u\) and \(\psi_1=0\), so only the flux between them is needed.

Over an interval of length \(h\), let the potential be linear with total change \(\Delta=\psi_{\rm right}-\psi_{\rm left}\), and let the flux be constant. Then \(n'+n\Delta/h=-J/D\). Multiplication by \(e^{\Delta s/h}\), where \(s\) is the distance from the left node, turns the left side into a derivative:

\[
\frac{d}{ds}\left(n e^{\Delta s/h}\right)=-\frac JD e^{\Delta s/h}.
\]

Integration from \(0\) to \(h\) gives

\[
n_{\rm right}e^\Delta-n_{\rm left}=-\frac{Jh}{D}\,\frac{e^\Delta-1}{\Delta}.
\]

Solve for \(J\), with \(B(x)=x/(e^x-1)\) and \(B(0)=1\). Since \(e^\Delta B(\Delta)=B(-\Delta)\),

\[
J=\frac Dh\left[B(\Delta)n_{\rm left}-B(-\Delta)n_{\rm right}\right].
\]

Choose \(u=\ln3\). Here \(h=L\) and \(\Delta=-u\), so \(B(\Delta)=-u/(1/3-1)=3u/2\) and \(B(-\Delta)=u/(3-1)=u/2\). Write \(n_0=1-a\) and \(n_1=1+a\), which keeps the total fixed:

\[
J=\frac{Du}{2L}[3(1-a)-(1+a)]=\frac{Du}{L}(1-2a).
\]

Over a time step \(\tau\), the right half gains what the left half loses. With the flux taken at the new time (backward Euler),

\[
\frac L2(a-a_{\rm old})=\tau\frac{Du}{L}(1-2a)
\;\Rightarrow\;
a=\frac{a_{\rm old}+r}{1+2r},\quad r=\frac{2Du\tau}{L^2}.
\]

For \(r=1/2\) the sequence is \(a=0,\,1/4,\,3/8,\,7/16,\ldots\), which tends to \(1/2\). The final densities are \(1/2\) and \(3/2\). Their electrochemical potentials agree: \(\ln(1/2)+\ln3=\ln(3/2)+0\).

A third node, in the middle, brings in the vacancies' own field. With \(h=L/2\), the discrete Poisson equation \(\psi_2-2\psi_1+\psi_0=-(h/\lambda)^2(n_1-1)\) gives

\[
\psi_1=\frac u2+\frac{h^2}{2\lambda^2}(n_1-1).
\]

If the middle loses vacancies, its potential falls and attracts them back. Density and potential must therefore be solved together.

## The general algorithm

Use nodes \(i=0,\ldots,N\) with spacing \(h=L/N\). The volumes are \(w_i=h\) inside and \(w_0=w_N=h/2\). With \(J_{i+1/2}\) the flux between nodes \(i\) and \(i+1\), and \(J_{-1/2}=J_{N+1/2}=0\), each step solves

\[
w_i(n_i-n_i^{\rm old})+\tau(J_{i+1/2}-J_{i-1/2})=0,
\]

\[
\psi_{i+1}-2\psi_i+\psi_{i-1}+\frac{h^2}{\lambda^2}(n_i-1)=0
\quad(0<i<N),
\]

with \(\psi_0=u\), \(\psi_N=0\), and all fluxes at the new time. The procedure is:

1. Start with \(n_i=1\) and a linear potential, which satisfy Poisson's equation.
2. Evaluate the residuals of both sets of equations.
3. Linearize them in all \(n_i\) and \(\psi_i\), solve for the corrections, and add these.
4. Repeat 2 and 3 until the corrections are negligible, then take the next time step.

The derivatives needed in 3 are

\[
\frac{\partial J}{\partial n_i}=\frac DhB(\Delta),\qquad
\frac{\partial J}{\partial n_{i+1}}=-\frac DhB(-\Delta),
\]

\[
\frac{\partial J}{\partial\Delta}=\frac Dh\left[B'(\Delta)n_i+B'(-\Delta)n_{i+1}\right],
\]

where \(\Delta=\psi_{i+1}-\psi_i\). The second term in the last line carries a plus sign because \(-B(-\Delta)\) has derivative \(+B'(-\Delta)\); both terms are negative in value, since \(B'<0\). With the unknowns ordered \(n_0,\psi_0,n_1,\psi_1,\ldots\), the matrix has at most three diagonals on either side of the main one, so a solve costs a time proportional to \(N\).

**Conservation.** Sum the density equations over \(i\). Every inner flux appears once with each sign, and the wall fluxes vanish. Hence \(\sum w_in_i=\sum w_in_i^{\rm old}\), apart from rounding and the remaining error of the solve.

**Positivity.** For the potentials of the converged step, the density equations form a linear system \(An=b\), with \(b_i=w_in_i^{\rm old}>0\). Since \(B>0\), \(A\) has a positive diagonal part \(S\) and off-diagonal part \(-P\), with \(P\ge0\). The fluxes cancel in each column, so column \(i\) of \(A\) sums to \(w_i>0\). The columns of \(PS^{-1}\) therefore sum to less than one, and the series

\[
A^{-1}=S^{-1}\sum_{m=0}^{\infty}(PS^{-1})^m
\]

converges with no negative entry. Its first term already gives \(n_i\ge b_i/A_{ii}>0\).

## Why the scheme ends at constant electrochemical potential

Let \(\psi^{\rm ext}_i=u(1-x_i/L)\) be the potential without space charge, and let \(q_i=w_i(n_i-1)\). The remainder \(\psi-\psi^{\rm ext}\) vanishes at the walls and depends linearly on \(q\), so \(\psi=\psi^{\rm ext}+Gq\). At inner nodes \(G\) is the inverse of \(\lambda^2T\), where \(T\) is minus the second difference divided by \(h\). \(T\) is symmetric, and \(v^{\mathsf T}Tv=\sum(v_{i+1}-v_i)^2/h>0\) for nonzero \(v\) that vanishes at the walls. Hence \(G\) is symmetric and has no negative eigenvalue. Define

\[
F=\sum_i w_in_i(\ln n_i-1)+\sum_i q_i\psi_i^{\rm ext}+\frac12\sum_{ij}q_iG_{ij}q_j .
\]

The first term is the ideal free energy of the vacancies. The others are their energy in the applied field and in their own field. In physical units \(F\) is multiplied by \(kTc_0\). Since \(dq_i=w_i\,dn_i\),

\[
\frac{\partial F}{\partial(w_in_i)}=\ln n_i+\psi^{\rm ext}_i+(Gq)_i=\mu_i .
\]

The first term of \(F\) is strictly convex and the last is convex. A convex function lies above its tangent plane, here taken at the new state:

\[
F_{\rm old}\ge F_{\rm new}+\sum_i\mu_iw_i(n_i^{\rm old}-n_i).
\]

Replace \(w_i(n_i^{\rm old}-n_i)\) by \(\tau(J_{i+1/2}-J_{i-1/2})\) and collect the terms that contain each flux:

\[
F_{\rm old}-F_{\rm new}\ge\tau\sum_iJ_{i+1/2}(\mu_i-\mu_{i+1}).
\]

The flux can also be written, using \(n_{i+1}e^\Delta/n_i=e^{\mu_{i+1}-\mu_i}\), as

\[
J_{i+1/2}=\frac DhB(\Delta)n_i\left(1-e^{\mu_{i+1}-\mu_i}\right).
\]

It has the sign of \(\mu_i-\mu_{i+1}\), so every term of the sum is nonnegative. \(F\) cannot rise, however long the step. This guarantees stability, not accuracy in time.

In a stationary state the first volume requires \(J_{1/2}=0\), the next \(J_{3/2}=0\), and so on through the film. The last formula then makes all \(\mu_i\) equal. Such a state is a stationary point of \(F\) at fixed vacancy number, and strict convexity allows one.

The steps also lead there if their length stays above some positive value. \(F\) is bounded below, so the losses \(J(\mu_i-\mu_{i+1})\) tend to zero. The densities are bounded, so a flux could stay finite only with a finite difference of \(\mu\), and hence a finite loss; therefore \(J\to0\). In any limit \(n_{i+1}=n_ie^{-\Delta}\), so the densities are all positive or all zero. Conservation excludes the second case.

## The number 23.2

In the continuous stationary state \(\mu'=0\), so \(n'=-n\psi'\). Multiply Poisson's equation by \(\lambda^2\psi'\):

\[
\lambda^2\psi'\psi''=-n\psi'+\psi'=n'+\psi'.
\]

Integration gives

\[
\frac{\lambda^2}{2}\psi'^2-n-\psi={\rm constant}.
\]

Neutrality makes the two wall fields equal, since \(\psi'(L)-\psi'(0)=-\lambda^{-2}\int(n-1)dx=0\). Equating the constant at the two walls leaves \(n(0)+u=n(L)\). Constant \(\mu\) requires \(\ln n(0)+u=\ln n(L)\), or \(n(0)=n(L)e^{-u}\). Together,

\[
n(L)=K=\frac{u}{1-e^{-u}},\qquad \eta=kT\ln K .
\]

The first condition, multiplied by \(kTc_0\), reads \(kT[c(L)-c(0)]=eN_AV\). The difference of vacancy pressure between the walls balances the electric force on the fixed acceptors. Thickness and permittivity have dropped out.

For small \(u\), \(K\approx1+u/2\). For large \(u\), \(K\approx u\): the density at the cathode grows in proportion to the voltage, not exponentially. The exponential appears at the anode instead, where \(n(0)\approx ue^{-u}\). Screening is not the reason: in a uniform field \(n=n(L)e^{-u(1-x/L)}\), and requiring a mean of one gives the same \(K\). The fixed number of vacancies sets the limit.

The two-node example gives a warning. For \(u=\ln3\) the continuum value is \(K=\frac32\ln3\approx1.65\), but two nodes gave 1.5 with perfectly constant \(\mu\). A flat electrochemical potential shows that the discrete equations have reached equilibrium; it does not show that the mesh is fine enough.

## A titanium dioxide film

The example takes rough typical or round values for acceptor-doped rutile: relative permittivity 100, \(N_A=10^{18}\) cm\(^{-3}\), \(z=2\), and \(D=10^{-13}\) cm²/s, or 10 nm²/s. At 500 K, \(kT=0.04309\) eV. Hence \(c_0=5\times10^{17}\) cm\(^{-3}\), \(\lambda=10.91\) nm and

\[
u=\frac{2\times0.5}{0.04309}=23.21 .
\]

Since \(e^{-u}\) is negligible, \(K=23.21\). The cathode density is \(1.16\times10^{19}\) cm\(^{-3}\) and \(\eta=0.04309\ln23.21=0.1355\) eV. The anode density is about \(10^9\) cm\(^{-3}\), or one vacancy in roughly 1000 µm³; it is an average over a large electrode, not a local density.

With 800 intervals the computed history is:

| Time (s) | \(c(L)/c_0\) | Anode field (MV/cm) | Spread of \(\eta\) (eV) |
|---|---|---|---|
| 10 | 3.75 | 0.044 | 0.86 |
| 30 | 9.31 | 0.074 | 0.66 |
| 100 | 21.1 | 0.116 | 0.13 |
| 300 | 23.16 | 0.122 | \(2.6\times10^{-4}\) |
| 1000 | 23.16 | 0.122 | \(6.8\times10^{-12}\) |

The last two spreads depend on the time step, which was 2 s from 100 to 300 s and 20 s from 300 to 1000 s; backward Euler lets a decaying mode fall too slowly. With very short steps the spread is about \(2.1\times10^{-4}\) eV at 300 s, and the 31 s decay time found below would bring it to about \(3\times10^{-14}\) eV at 1000 s. The initial spread is \(zeV=1\) eV. By 4000 s it is at the level of rounding. The vacancy number never drifted by more than \(3.3\times10^{-16}\) of itself.

The final cathode density is 0.21% below \(K\). With 400 and 200 intervals the deficits are 0.83% and 3.1%. The last halving of the spacing, from 400 to 800 intervals, thus divides the error by 3.9, close to the factor 4 of a second-order method. A separate solution of the continuous stationary equations, with the constant \(\mu\) unknown, gave \(K=23.209\), in agreement with the closed form.

The transient was tested against central differences, with the field from Gauss's law. The anode fields at 10 and 30 s agreed within 0.02%. \(F\) fell by 0.27 µJ/cm² in all. The flux sum accounts for 99.8% of this; the other 0.2% is the gap in the convexity inequality, a time-step effect.

## Depletion, field and charge

If the film is thick enough to keep a neutral core, there \(n=1\), \(\psi'=0\) and, from constant \(\mu\), \(\psi=\ln K\). Comparing the first integral in the core and at the cathode,

\[
\frac{\lambda^2}{2}\psi'^2(L)=K-1-\ln K .
\]

The right side is \(23.209-1-3.145=19.064\), so \(\lambda|\psi'|=\sqrt{38.13}=6.175\). The wall field is

\[
E=\frac{kT}{ze\lambda}\,6.175
=\frac{0.04309\ {\rm V}}{2\times10.91\ {\rm nm}}\,6.175
=0.0122\ {\rm V/nm},
\]

or 0.122 MV/cm, nearly five times the initial 0.025 MV/cm. The electrode charge \(\varepsilon E\) rises in the same ratio, from 0.22 to 1.08 µC/cm².

Poisson's equation integrated from anode to core gives the missing vacancy charge as a width:

\[
W=\int_0^{\rm core}(1-n)\,dx=\lambda^2|\psi'(0)|=10.91\times6.175=67.4\ {\rm nm}.
\]

The computed profile gives 67.3 nm. The formulas fail when \(W\) plus a few \(\lambda\) approaches \(L\), since no neutral core is then left; \(K\) remains valid.

## How long it takes

For a very small voltage, linearize about \(n=1\). Let \(y=x-L/2\), \(\ell=L/2\), \(\kappa=1/\lambda\), and let a disturbance \(\nu=A\sinh(qy)e^{-st}\) decay. Its potential \(\chi\) obeys \(\chi''=-\kappa^2\nu\), so \(\partial\nu/\partial t=D(\nu''-\kappa^2\nu)\) and \(q^2=\kappa^2-s/D\). Omitting the factor \(e^{-st}\), integrate \(\chi''\) twice. With \(\chi\) odd and zero at the walls,

\[
\chi'=-\frac{\kappa^2A}{q}\cosh qy+\frac{\kappa^2A}{q^2\ell}\sinh q\ell .
\]

Zero flux at the wall requires \(\nu'+\chi'=0\). Dividing by \(A\cosh(q\ell)/q\) gives

\[
q^2-\kappa^2+\kappa^2\frac{\tanh q\ell}{q\ell}=0
\;\Rightarrow\;
s=D\kappa^2\frac{\tanh q\ell}{q\ell}.
\]

For \(\lambda\ll L\), \(q\approx\kappa\) and the hyperbolic tangent is near one, so \(1/s\approx\lambda L/(2D)=109\) s. The full equation gives 102.6 s, as did a run at 0.1 mV.

At 0.5 V the end is faster. From 300 to 1000 s the run took 35 steps of 20 s, and the spread of \(\eta\) fell by a factor \(3.8\times10^7\), or 1.647 per step. Backward Euler divides a decaying mode by \(1+\tau/t_r\), so \(t_r=20/0.647=31\) s.

An estimate explains the change. Let the core carry a small scaled field \(f\), and let the excess of each wall field over \(f\) differ by a small amount \(p\) from its final value. If a change \(p\) alters the voltage across the two wall layers by \((W_a+W_c)p\), the fixed total voltage requires \(fL+(W_a+W_c)p=0\). The core flux \(Df\) charges the layers, so \(dp/dt=Df/\lambda^2\). Eliminating \(f\),

\[
t_r\approx\frac{\lambda^2}{D}\,\frac{L}{W_a+W_c}.
\]

For a layer with wall density \(n\) next to a core at \(n=1\), the first integral reads \(\lambda^2\psi'^2/2=n-1-\ln n\). Its derivative gives the width \(\lambda^2|\psi'|/|n-1|\). At the anode this is 67.4 nm, at the cathode \(67.4/22.2=3.0\) nm. Then \(t_r\approx11.9\times200/70.4=34\) s, near the 31 s of the run. At small voltage both widths are \(\lambda\), and the formula returns \(\lambda L/(2D)\).

## What a real film adds

Rutile is a linear dielectric at these fields to a fair approximation. A field-dependent permittivity would change the wall field but not \(K\), provided the film is uniform and its displacement is a single-valued function of the field: neutrality then still makes the field term of the first integral equal at the two walls. A switching ferroelectric has hysteresis and lies outside this argument. Rutile is also anisotropic. Raising the permittivity to 170, all else fixed, lowers the wall field to 0.094 MV/cm and widens the depletion to 88 nm, while the closed form leaves \(K\) unchanged.

With an assumed electron barrier of 1 eV and an effective mass of 10 electron masses, the electron density stays below 1.6% of the acceptor density. The wall field is about 12% of a rough breakdown field of 1 MV/cm. The tunnelling energy scale, 1.2 meV for one free-electron mass and less for a heavier electron, is small beside \(kT\). The higher field does lower the barrier. If the final wall field is taken as uniform near the cathode, an emission-limited estimate of leakage, with the free-electron Richardson constant, doubles from 4 to 9 mA/cm². That overstates the rise: the top of the barrier lies about 3 nm from the electrode, where the field has already fallen to about half its wall value. With the actual potential profile the factor is about 1.6. The currents themselves depend exponentially on the assumed barrier. The emission limit also requires an electron mobility of several hundred cm²/Vs or more, whereas that of rutile is of order 1 cm²/Vs or less. The current is then limited by transport through the film and varies inversely with \(\int e^{U/kT}dx\), where \(U\) is the electron energy. In the final state the electrons must diffuse across the neutral core, where the field has vanished. For such mobilities the estimated leakage falls to about 0.4 of its initial value instead of rising; for 1 cm²/Vs and 10 electron masses it goes from about 0.8 to 0.3 mA/cm².

Vacancies fill only \(2\times10^{-4}\) of the oxygen sites at the cathode, but their correlation energy there is about \(0.3\,kT\). At fixed potential that would change the local density by tens of percent. Close to a metal electrode the mean-field picture is weaker still: the unscreened attraction of a vacancy to its own image is about \(kT\) at 0.3 nm, and the vacancy density falls away from the wall with an initial decay length of 1.8 nm, less than the mean vacancy spacing of 4.4 nm there. For a real film \(K\) is therefore a guide to the size of the accumulation, not a precise wall density. Field-enhanced hopping adds about 0.1% to the mobility.

Real electrodes may exchange oxygen. The vacancy number is then not conserved and \(K\) loses its basis; the size of that change depends on the exchange and was not computed. A thin insulating layer outside the vacancy region is simpler: \(u\) then refers to the voltage left across the film, so a 10% loss lowers \(K\) by 10% here.

At 350 K, with an assumed activation energy of 1 eV, diffusion is \(2.1\times10^4\) times slower. What takes 100 s at 500 K would take about 24 days, if the change of \(\lambda\) and \(u\) with temperature is ignored. The final state also shifts: at the same voltage \(u\) grows as \(1/T\), and \(K\) rises to about 33. A hot test therefore speeds up the approach to a somewhat different end state. The numerical output below lists the values used.

## Computed results

```
film thickness 200 nm, voltage 0.50 V
temperature 500 K, kT 0.04309 eV
relative permittivity 100, vacancy charge number 2
acceptor density 1.00e+18 cm^-3
mean vacancy density c0 5.00e+17 cm^-3
vacancy diffusivity 1.0e-13 cm2/s
Debye length 10.911 nm, scaled voltage u 23.2090
mesh intervals 800, time steps 705
initial wall field 0.0250 MV/cm
initial spread of eta 1.000 eV
time s | c(L)/c0 | anode field MV/cm | eta spread eV
    10 |   3.7488 | 0.04405 | 8.59e-01
    30 |   9.3143 | 0.07435 | 6.63e-01
   100 |  21.0752 | 0.11594 | 1.26e-01
   300 |  23.1557 | 0.12191 | 2.59e-04
  1000 |  23.1598 | 0.12192 | 6.77e-12
  4000 |  23.1598 | 0.12192 | 2.30e-16
largest relative drift of vacancy number 3.3e-16
free-energy fall 0.2720 uJ/cm2
dissipation sum / free-energy fall 0.99788
K closed form 23.20904, boundary-value solver 23.20904
eta scheme 0.13540 eV, closed 0.13549 eV
cathode density 1.160e+19 cm^-3
anode density 9.662e+08 cm^-3
wall field solver 0.12192 MV/cm
wall field neutral-core formula 0.12192 MV/cm
electrode charge initial 0.2214 uC/cm2
electrode charge final 1.0795 uC/cm2
depletion charge width 67.38 nm, from profile 67.32 nm
mesh errors of c(L), 200/400/800 intervals: -3.128% -0.833% -0.212%
error ratio 400 to 800 intervals 3.932
largest scaled-potential difference from solver 2.1e-03
field difference from method of lines 0.020%
field shift at 10 s, step 0.1 s against 0.05 s -0.013%
small-voltage time: run 102.611 s, root 102.586 s
thin-layer estimate 109.113 s
rough barrier 1.0 eV, electron mass 10 m_e
electron density upper bound 1.56e+16 cm^-3
bound / acceptors 0.0156
bound / band density (degeneracy) 9.1e-06
wall field / rough breakdown 0.122 (breakdown 1 MV/cm)
tunnelling energy scale, mass 1 m_e 1.190 meV
image lowering 0.0541 eV (optical eps 6)
emission-limit leakage before 4.42e-03, after 8.78e-03 A/cm2
leakage ratio 1.988, heat 4.39e-03 W/cm2
oxygen-site filling at cathode 1.93e-04 (sites 6e+22 cm^-3)
correlation shift: mean 0.061 kT, cathode 0.295 kT
hopping enhancement 0.120% (hop 0.3 nm)
permittivity 170: field 0.0935 MV/cm, width 87.9 nm
diffusion slowing at 350 K 2.09e+04 (activation 1.0 eV)
```
